Polarization and pumped charge from charge-labelled Schmidt levels: a user's guide

A crystalline chain is insulating, and its Hamiltonian is changed slowly around a closed loop. At the end every bulk expectation value is what it was, yet electrons may have passed along the chain. A tensor-network ground-state program stores the chain as two halves joined at a bond. A setting that conserves particle number lets it label each Schmidt level on the bond by the electron number of the left half. Do these labels contain the polarization, and do they count the electrons that passed? They do, provided the cut, the background and the ends of the chain are treated properly.

**What the setting stores**

Let n_j be the electron number of cell j and let the bulk hold an integer number ν of electrons per cell. If the ground state has a longer period, the longer period is the cell. The ground state is gapped and unique in the bulk, its correlations decay exponentially, and the total number N is fixed. Algebra is in atomic units. Cut the chain after cell M, far from both ends, and define the excess electron number on the left,

Q_L = Σ_{j≤M} (n_j − ν).

Expand the state in occupation states a of the left and b of the right half, with left creation operators written first so that no fermion sign depends on the pairing:

|Ψ⟩ = Σ_ab Ψ_ab |a⟩|b⟩.

Since N_a + N_b = N, Ψ_ab vanishes unless N_b = N − N_a. The matrix is therefore a set of blocks, one for each N_a. A singular-value decomposition of each block gives levels with weight p_α, the squared singular value, and integer charge Q_α = N_a − νM. The Schmidt states are orthonormal, so

⟨Q_L⟩ = Σ_α p_α Q_α.   (1)

Without number conservation, degenerate levels of different charge can be mixed by the decomposition and lose their labels. Switching the setting on prevents this.

The claim is that the polarization P, in electrons, counted positive for displacement to the right and with every orbital placed at its cell origin, is

P = −Σ_α p_α Q_α (mod 1).   (2)

**Why a sharp cut gives a bulk quantity**

Equation (1) counts all charge to the left, including that at the far end. To see what belongs to the bulk, replace the step by a ramp: f_j = 1 on the left, f_j = 0 on the right, and a linear fall over ℓ cells around the cut. Let

Q_f = Σ_j f_j (n_j − ν).

The ramp and the step differ only in bulk cells, where ⟨n_j⟩ = ν. Hence ⟨Q_f⟩ = ⟨Q_L⟩. The fluctuations, however, differ. With C_ij = ⟨n_i n_j⟩ − ⟨n_i⟩⟨n_j⟩, fixed N gives Σ_j C_ij = 0. The sums of f_i²C_ij and f_j²C_ij therefore vanish, and

Var Q_f = Σ_ij f_i f_j C_ij = −½ Σ_ij (f_i − f_j)² C_ij.

A pair on the same flat side contributes nothing. A pair on opposite flat sides is at least about ℓ apart and is exponentially suppressed. For the rest, at least one member lies among the roughly ℓ cells of the ramp and |f_i − f_j| ≤ |i − j|/ℓ. Their sum is of order ℓ · (1/ℓ²) = 1/ℓ, because Σ_r r²|C(r)| converges.

Now put x = 2π(Q_f − ⟨Q_f⟩), which has zero mean. From |e^{ix} − 1 − ix| ≤ x²/2 for real x,

|⟨exp(2πiQ_f)⟩ − exp(2πi⟨Q_L⟩)| ≤ ½⟨x²⟩ = 2π² Var Q_f = O(1/ℓ).   (3)

In the flat part with f_j = 1 the operator is exp[2πi(n_j − ν)] = 1, because n_j and ν are integers. Thus exp(2πiQ_f) acts in the ramp alone, deep in the bulk, and the fractional part of ⟨Q_L⟩ cannot depend on the ends. The argument makes no use of free electrons.

The sign in (2) can be read from the same operator. Moving one electron one cell to the right inside the ramp changes Q_f by −1/ℓ. Doing this once in each of the ℓ cells changes it by −1. So −Q_f measures displacement per cell, and a displacement by one full cell is invisible modulo one.

**How the labels count pumped electrons**

Let J be the electron current to the right through the cut. Number conservation gives

d⟨Q_L⟩/dt = −⟨J⟩,  pumped number = ∫⟨J⟩dt = −Δ⟨Q_L⟩.   (4)

Let the driving be slow on the scale set by the bulk gap, and let the chain be so long that no electron or hole released by an end level reaches the cut during the loop. The bulk around the cut then follows its instantaneous ground state, so Δ⟨Q_L⟩ is the continuous change of Σ_α p_α Q_α. After a closed loop the bulk state returns, and by (3) so does exp(2πi⟨Q_L⟩). The pumped number is then an integer, with corrections that vanish in the slow limit, provided the chain is lengthened as the driving is slowed. In an open chain of fixed length, slower driving lets the released carriers cross the cut, and the count no longer gives the pumped number. For the example below on 8 cells, started at φ = 0, it is 1.000 for a cycle of 6.6 fs, irregular for longer cycles, and close to 0 for a cycle of 6.6 ps, where the final state is built from inversion-symmetric eigenstates.

A separate ground-state calculation at each loop point does not follow this evolution at the ends. When an end level of the left edge crosses one of the right edge, the new ground state has an electron moved from one end to the other, though none passed through the bulk. This changes the zero of all Q_α by one integer and leaves the weights alone, since the cut is many correlation lengths away.

The continuous branch is restored by comparing successive points. Let p(Q) be the total weight in sector Q at one point and p′(Q) that at the next. Choose the integer s that maximizes

Σ_Q √[p(Q) p′(Q − s)]

and add s to all later labels. The accumulated shift S after closing the loop is the common shift of the whole Schmidt spectrum, and −S electrons have been pumped to the right. The loop points must be so close that the bulk state changes little from one to the next. A clear winner does not prove this: in the example below, with only the two points φ = π/2 and 3π/2, s = 0 wins clearly and the pumped electron is missed. Four points, φ = π/4, 3π/4, 5π/4 and 7π/4, still give S = 0, while six, eight and sixteen points give S = −1. One unchanged refinement is therefore not enough; check that S survives several.

**Free fermions: the spectrum and the Berry phase**

For a Slater determinant the levels follow from one small matrix. Let V_L and V_R be the left and right parts of the matrix whose columns are the N occupied orbitals. Orthonormality reads V_L†V_L + V_R†V_R = 1, so one rotation of the occupied orbitals diagonalizes both terms, with eigenvalues ζ_k and 1 − ζ_k. Each rotated orbital is

√ζ_k l_k + √(1 − ζ_k) r_k,

with the l_k mutually orthonormal on the left and the r_k on the right. Expanding the product of their creation operators, one chooses left (m_k = 1) or right (m_k = 0) for each k:

p = Π_k ζ_k^{m_k}(1 − ζ_k)^{1−m_k},  Q = Σ_k m_k − νM.   (5)

The nonzero ζ_k are also the nonzero eigenvalues of the left correlation matrix C_L = V_L V_L†. Hence ⟨Q_L⟩ = tr C_L − νM.

To reach the Berry phase, take one occupied band, ν = 1, with Bloch states e^{ikj}u_k and u_k smooth and periodic in k. The Wannier function of cell 0 has amplitudes W(j) = ∫dk/2π e^{ikj}u_k. Multiplication by j is −i∂_k acting on the exponential; integration by parts moves it to u_k, and the boundary term vanishes by periodicity:

jW(j) = ∫dk/2π e^{ikj} i∂_k u_k.

Parseval's relation then gives the mean cell index

w = Σ_j W(j)†jW(j) = (1/2π)∮ i⟨u_k|∂_k u_k⟩ dk,   (6)

the Berry phase over 2π. Now count electrons in cells up to 0. The function centred on cell R puts an electron at cell x + R, where x has the distribution |W(x)|². For a given x, the number of R with x + R ≤ 0, minus the number with R ≤ 0, is −x. Averaging over x gives −w. The far end adds an integer, so ⟨Q_L⟩ = −w (mod 1), which is (2) with P = w. For several occupied bands, (6) carries a trace over them.

On a mesh, ⟨u_k|u_{k+dk}⟩ ≈ exp(−i · i⟨u|∂_k u⟩dk), so w is −1/2π times the phase of the product of successive overlaps around the zone.

**Interacting chains: a twist as the second route**

With interactions, close the chain into a ring and multiply rightward hopping across one bond between cells by e^{iθ}. For ground state |0⟩ define A_θ = i⟨0|∂_θ0⟩ and γ = ∮A_θdθ. If T is the rightward hopping term including its amplitude, the current through the bond is i[T + T†, N_R] = −iT + iT† = −∂_θH, where N_R counts electrons just to the right of the bond. Only the bond term is kept in the commutator, because the other hopping terms carry electrons through other bonds.

Let a parameter λ change slowly. To first order in λ̇ the excited amplitudes are

a_n = iλ̇⟨n|∂_λ0⟩/(E_n − E_0).

Using ⟨0|∂_θH|n⟩ = (E_0 − E_n)⟨∂_θ0|n⟩,

⟨J⟩ = −∂_θE_0 − 2λ̇ Im⟨∂_θ0|∂_λ0⟩ = −∂_θE_0 + λ̇(∂_θA_λ − ∂_λA_θ).

Average over θ in a gauge periodic in θ. The two θ-derivatives integrate to zero, leaving ⟨J⟩ = −d(γ/2π)/dt. By (4), γ/2π and ⟨Q_L⟩ have the same derivative. This takes the current of a gapped ring to be independent of θ up to terms exponentially small in its length. The constant is fixed where the cells are decoupled and hold ν electrons each: there H does not depend on θ, γ = 0, and Q_L is an integer. If a gapped path leads to that limit,

γ/2π = ⟨Q_L⟩ (mod 1).   (7)

**A chain with numbers**

Take spinless electrons, one per cell, with sites A and B at energies +Δ and −Δ. Hopping is −v inside a cell and −u from B to the A of the next cell. With round model parameters,

v = 1 + 0.6 cos φ, u = 1 − 0.6 cos φ, Δ = 1.5 sin φ (eV).

The band energies are ±√(Δ² + |v + u e^{ik}|²). The gap is smallest at k = π, where it is 2√[Δ² + (v − u)²]. Its minimum over the loop is 2 × 1.2 = 2.4 eV.

At φ = 2π/3 one has v = 0.70, u = 1.30 and Δ = 1.299 eV. Diagonalizing an open chain of 120 cells, cutting it in the middle and using (5) gives the sector weights

Q = −1: 0.12799
Q = 0: 0.87191
Q = +1: 0.00010

Hence ⟨Q_L⟩ = −0.12799 + 0.00010 = −0.12789. The Berry phase on 2000 k-points gives w = 0.12789 electrons.

The limit v = 0 explains the picture. The cut then severs one isolated B–A bond holding one electron, whose probability on A, to the right of the cut, is ½[1 − Δ/√(Δ² + u²)]. For the present u and Δ this is ½(1 − 0.707) = 0.147. There are two levels, Q = −1 with this weight and Q = 0 with the rest. Restoring v = 0.70 eV lowers the first weight to 0.128 and opens a faint Q = +1 sector.

For the whole loop, use 40 cells and 48 equally spaced angles that avoid φ = π. Some of the values are:

φ/π: raw ⟨Q_L⟩, continuous ⟨Q_L⟩
0.021: −0.001, −0.001
0.521: −0.066, −0.066
0.771: −0.204, −0.204
1.021: +0.468, −0.532
1.271: +0.169, −0.831
1.771: +0.014, −0.986

The raw value jumps at φ = π, where the occupied end level changes from the right to the left edge. The label matching removes the jump and ends with S = −1: one electron has moved right. The negative of the Berry phase over 2π, −w, follows the same curve modulo one, to within 2×10⁻⁷ electrons.

The current itself can be integrated. On a ring with 32 k-points, start in the ground state at φ = 0, solve the Schrödinger equation in small time steps, and set φ = 2πs − sin 2πs, with s the elapsed fraction of the cycle. A cycle of 65.8 fs carries 1.000 electrons through a bond between cells. A cycle of 1.97 fs carries 0.714: the state no longer follows the ground state, and the integer is lost. A slow run with the same smooth profile from φ = 0 to 2π/3 carries 0.1279 electrons, in agreement with −⟨Q_L⟩ above, since inversion symmetry makes ⟨Q_L⟩ zero at the start.

The integer depends on the loop. The gap closes at v = u, Δ = 0, which the loop above encircles. If 0.6 cos φ is replaced by 0.6 + 0.3 cos φ, the loop no longer encircles that point, and the label shift is 0.

**Choosing the cut and adding orbital positions**

Cut between cells. A cut inside a cell changes ⟨Q_L⟩ by the mean occupation of the orbitals that change sides, which is generally not an integer.

Equation (2) places all orbitals at the cell origin. If orbital a sits at τ_a cell lengths from it, the electronic centre becomes

w′ = w + Σ_a τ_a⟨n_a⟩.

In (6) this follows from u_a → e^{−ikτ_a}u_a, whose derivative adds τ_a|u_a|² to the integrand. The added term returns to its initial value after a loop, so the pumped integer is unaffected.

In the example let the cell be 5 Å long and B sit at its middle. At φ = 2π/3 the bulk occupation of B is 0.8460, so

w′ = 0.1279 + 0.5 × 0.8460 = 0.5509.

The electronic dipole per cell is −e × 5 Å × 0.5509 = −2.754 e Å, or −5.205 e bohr, defined modulo 5 e Å. Ions must be added; an ion of charge +e at the cell origin contributes zero with this choice of origin. Over the full loop the pumped charge is −e.

**Choosing the ends**

The variance argument needs correlations to decay between the two ends as well. At φ = π, where Δ = 0, v = 0.4 and u = 1.6 eV, one electron is shared by the end levels of an open chain. In a finite chain their exponentially small coupling selects an inversion-symmetric superposition. Symmetry then forces ⟨N_L⟩ = N/2 at the central cut, that is ⟨Q_L⟩ = 0. A chain of 10 cells indeed gives 0.000, while the Berry phase gives w = 0.500. Here C_ij does not vanish between the far ends, Var Q_f stays finite however long the ramp, and (3) says nothing.

Raising the first site by 0.01 eV puts the electron on the right end, and the result becomes −0.500, equal to 0.500 modulo one. So if end levels are nearly degenerate, apply a weak potential at one end. It should shift the end level by many times their splitting, since a comparable shift leaves the electron partly shared, and it should remain too local to disturb the bulk at the cut.

**How long a chain, and how many levels**

The cut must lie several correlation lengths from each end, but no long ramp is needed to use (2): the ramp serves the proof. If a program reports the twist expectation ⟨exp(2πiQ_f)⟩ instead, ℓ matters. For the 120-cell chain at φ = 2π/3, where that expectation is a determinant, ramps of 10, 20 and 40 cells give variances 0.0115, 0.0058 and 0.0029. At 40 cells the left side of (3) is 0.055 and its bound 0.057. The polarization read from the phase is off by 6.0×10⁻³, 1.5×10⁻³ and 3.7×10⁻⁴ electrons.

This fall by four per doubling has a simple origin. At fixed N a uniform phase on all electrons is trivial, so for a slowly varying phase the logarithm of the expectation depends on the slope 2π/ℓ. Beyond the mean, its imaginary part starts with the third cumulant, of order ℓ · (1/ℓ)³ = 1/ℓ². The Schmidt average avoids this error.

Programs also limit the number of Schmidt levels kept. Suppose weight ε is discarded from a given spectrum and the rest renormalized. Let m be the full mean charge, m_K and m_D the means of the kept and discarded parts, and σ² the full variance. From (1 − ε)(m_K − m) = −ε(m_D − m),

σ² ≥ (1 − ε)(m_K − m)² + ε(m_D − m)² = (m_K − m)²(1 − ε)/ε,

and therefore

|m_K − m| ≤ σ√[ε/(1 − ε)].   (8)

This bound needs only σ and ε. If the discarded charges are known to lie within a distance D of m, the same relation between m_K and m_D gives |m_K − m| ≤ Dε/(1 − ε), which is sharper than (8) whenever D√[ε/(1 − ε)] < σ, as happens for small enough ε at fixed D and σ. Both bounds concern the discarding of levels from one state; they do not cover an optimization that has settled in a wrong state.

An interacting case shows the sizes. At φ = 2π/3 add a repulsion 2 eV × (n − ½)(n′ − ½) between neighbouring sites and diagonalize six cells with six electrons in the full space of 924 states. The open chain, cut in the middle, gives ⟨Q_L⟩ = −0.0672. The ring with 48 twist angles gives γ/2π = −0.0671. The last digit is not converged: 96 twist angles give −0.06721 and extrapolation in the mesh gives −0.06725, while an open chain of eight cells gives −0.06724.

In magnitude this is about half the free value of 0.128 found for the long chain. Keeping the four largest Schmidt levels discards ε = 4.6×10⁻⁷. With σ = 0.250, (8) allows an error of 1.7×10⁻⁴ electrons; the actual one is 4×10⁻⁷.

For a pump calculation, then, conserve particle number, cut between cells, subtract νM, and store weights together with charges. Give the ends definite occupations, and refine the loop until the accumulated label shift stays the same through several successive refinements. If the average still moves when the cut is shifted by one cell, the cell between the two cuts does not hold ν electrons, and the result should not be used. Possible causes are a chain that is too short, a state that is not converged, a period longer than the assumed cell, or a total electron number that leaves extra charge in the bulk. Passing this test is not sufficient: the superposed end levels at φ = π give 0.000 at neighbouring cuts and are still wrong by one half.
